Mass action for binding two dilute defects, derived in two ways

**Definitions and conventions**

Two kinds of point defect, A and B, can bind into a complex AB. Square brackets denote concentrations per volume. [A] and [B] count free, unbound defects, and [AB] counts complexes. The totals are

a = [A] + [AB],  b = [B] + [AB].

N_A and N_B are the densities of lattice sites open to A and to B. M_AB is the density of distinct placements of a complex. If each B site has w neighbouring sites where A can bind, and these placements are equivalent, then M_AB = w N_B.

The quantity f_i is the free energy needed to create one defect of kind i at one specified placement, with the reservoirs of atoms and electrons held fixed. It contains the energy, the vibrational free energy and any internal degeneracy, such as spin. It does not contain the entropy of choosing the placement, which is counted separately. The binding free energy is

F_b = f_A + f_B − f_AB,

so that F_b > 0 favours binding. T is the temperature and k is Boltzmann's constant. Energies are in eV and concentrations in cm⁻³.

The result to be derived, to leading order in the site fractions, is

[AB] = (M_AB / (N_A N_B)) [A][B] exp(F_b/kT),  (1)

which for M_AB = w N_B becomes

[AB] = K [A][B],  K = (w/N_A) exp(F_b/kT).  (2)

The site density is needed for the units: K is a volume. At F_b = 0, equation (2) reduces to w[A][B]/N_A, the density of neighbouring pairs expected from random placement.

**First derivation: minimum of the free energy**

Take a crystal of volume V with n_i defects of kind i, where i is A, B or AB. There are M_i V placements for each kind, with M_A = N_A and M_B = N_B. When the defects are dilute, few placements are blocked by others, so each defect chooses among nearly all of them. Defects of one kind are indistinguishable, which requires division by n_i!. The number of arrangements is therefore

W = ∏ (M_i V)^(n_i) / n_i!.

The free energy is G = Σ n_i f_i − kT ln W. For large n_i, Stirling's approximation ln n_i! ≈ n_i ln n_i − n_i gives

−kT ln W = kT Σ n_i [ln(n_i/(M_i V)) − 1].

With c_i = n_i/V, the free energy per volume is

G/V = Σ c_i { f_i + kT [ln(c_i/M_i) − 1] }.

The chemical potential is the derivative with respect to c_i. Differentiating c_i ln c_i gives ln c_i + 1, and this 1 cancels the −1 in the bracket:

μ_i = f_i + kT ln(c_i/M_i).

Now let a density dx of pairs form. Because a and b are conserved, [AB] rises by dx while [A] and [B] each fall by dx. At the minimum the change in G vanishes:

μ_AB − μ_A − μ_B = 0.

The second derivative of G/V along this path is kT(1/[A] + 1/[B] + 1/[AB]), which is positive, so the stationary point is a minimum. Inserting the chemical potentials gives

f_AB − f_A − f_B + kT ln{ [AB] N_A N_B / (M_AB [A][B]) } = 0.

The first three terms equal −F_b. Moving them to the right, dividing by kT and exponentiating gives equation (1).

The same route covers identical partners. For 2A → A₂ the condition is μ_AA = 2μ_A. If each site has z neighbours, counting neighbours from every site counts each pair twice, so the density of placements is zN_A/2. Hence

[A₂] = (z/(2N_A)) [A]² exp(F_b/kT),  F_b = 2f_A − f_AA.

**Second derivation: mobile A among fixed B**

Suppose that B cannot move, while A is mobile and in equilibrium. Let the B atoms be far enough apart that their binding sites do not overlap, and let each hold at most one A. Both conditions define the model used here.

The mobile defects share one chemical potential μ. Define λ = exp(μ/kT). An ordinary site, away from every B, has two states: empty, with weight 1, and occupied, with weight λ exp(−f_A/kT). The density of ordinary sites is N_A − wb, and [A] of them are occupied. The ratio of occupied to empty sites equals the ratio of weights:

[A] / (N_A − wb − [A]) = λ exp(−f_A/kT).  (3)

Each B with its w binding sites is a small independent system. Relative to B without a partner, adding A at one given binding site costs f_AB − f_B. There are w such placements, so the ratio of filled to unfilled B is

[AB]/[B] = w λ exp(−(f_AB − f_B)/kT).  (4)

Dividing (4) by (3) removes λ. The remaining exponent is (f_A + f_B − f_AB)/kT = F_b/kT, and

[AB] = w [A][B] exp(F_b/kT) / (N_A − wb − [A]).  (5)

When wb and [A] are both much smaller than N_A, the denominator becomes N_A and equation (2) follows. Here the free concentration [B] enters because only an unfilled B can accept an A.

**What each derivation assumes**

The first derivation treats A, B and AB as three dilute populations, each with many members. It uses Stirling's approximation and neglects blocking from the start. It allows M_AB to be any count of placements, and it extends directly to identical partners. The second needs neither Stirling's approximation nor motion of B. It needs a common chemical potential for A, separated binding regions and single filling. In return it gives the blocking correction for its own model, through the denominator of (5).

Both derivations leave out larger clusters and interactions beyond the complex. A ring of alternating A and B sites tests the prefactor w, because its partition function can be evaluated exactly with all clusters present. Each neighbouring A–B pair was given F_b/kT = 6, and a pair counted as a complex when the adjacent sites were empty. Each B site has two neighbours, so w = 2. The degeneracy extracted from the computed concentrations was 2.000426 when both fugacities (the weights of an isolated occupied site) were 10⁻⁴, and 2.000040 when they were 10⁻⁵. The deviation from 2 is close to four times the fugacity. It comes mainly from site blocking and is nearly the same without binding (2.000400 at 10⁻⁴ for F_b = 0). It does not show that larger clusters are rare. The ratio of three-site clusters to pairs is about the fugacity times exp(F_b/kT), 0.04 at 10⁻⁴, and such clusters are missing from the totals a and b as defined above. For identical partners, z/2 = 1, and the computed factor was 1.000020 at fugacity 10⁻⁵.

Charge adds a condition to both derivations. A defect of charge q_i, in units of the elementary charge, has a term q_i E_F in f_i, where E_F is the Fermi level. The binding free energy therefore contains

(q_A + q_B − q_AB) E_F.

This vanishes for A⁺ + B⁻ → AB⁰, so the Fermi level does not enter K. It still controls how much of A is in the positive state. If a carrier is exchanged during binding, the Fermi-level term remains.

**From totals to the number of complexes**

Suppose that the totals are known instead of the free concentrations. Substituting [A] = a − x and [B] = b − x, with x = [AB], into (2) gives

x/K = (a − x)(b − x),
x² − Sx + ab = 0,  S = a + b + 1/K.

At x = a the quadratic equals −a/K, which is negative, so a lies between the two roots; the same holds for b. The physical root cannot exceed either total and is therefore the smaller one, [S − √(S² − 4ab)]/2. Multiplying numerator and denominator by S + √(S² − 4ab) turns it into

x = 2ab / (S + √(S² − 4ab)),  (6)

which avoids subtracting nearly equal numbers when x is much smaller than S. When a ≈ b and binding is strong, S² − 4ab itself loses digits, and it is better computed in the equivalent form (a − b)² + 2(a + b)/K + 1/K².

Three limits show its content:

- Weak binding, with Ka and Kb both small, gives x ≈ Kab. The totals and free concentrations are then nearly equal.
- If a ≪ b, [B] stays close to b. Then x = Kb(a − x), so the paired fraction is x/a = Kb/(1 + Kb).
- If a = b, the unpaired concentration u obeys Ku² = a − u. For Ka ≫ 1 this gives u ≈ √(a/K). Its exponential factor is exp(−F_b/2kT), with half the binding free energy, because both free populations shrink together.

A Monte Carlo simulation tested (6) in three dimensions. It used 60 mobile A and 60 fixed B on a diamond lattice with 32,768 interstitial sites, w = 4 and F_b/kT = 5.6. In terms of numbers rather than concentrations, K = 4 exp(5.6)/32,768 = 0.0330. Equation (6) predicts 29.90 pairs and the simulation gave a mean of 30.10. The difference is systematic: the blocking denominator of (5) raises the prediction to 29.99, and the exact sum over states for this small number of defects gives 30.10. Using the totals in place of the free numbers would give 0.0330 × 60² ≈ 119 pairs, more than the 60 that can exist.

**Worked example: a mobile donor and fixed acceptors**

The example uses round parameters in the regime of interstitial iron paired with boron acceptors in silicon. They are rough typical values, not a calculation of that material. The acceptor total is b = 10¹⁶ cm⁻³ and the donor total is a = 10¹² cm⁻³. A lattice constant of 0.543 nm gives N_A = 5.00 × 10²² cm⁻³ tetrahedral interstitial sites. Each acceptor has w = 4 nearest such sites at 0.235 nm.

The binding energy is E_b = 0.60 eV, without vibrational contributions. Spin and orbital degeneracies are taken to cancel between the complex and the free defects; any other ratio would multiply K directly. In the classical harmonic limit, a mode of angular frequency ω contributes kT ln(ħω/kT) to the free energy. Subtracting the bound from the free contributions gives

F_b = E_b − TΔs,  Δs = k Σ ln(ω_bound/ω_free).

Stiffer modes in the complex thus reduce its stability. Here Δs = 1 k. At 300 K, kT = 0.02585 eV and F_b = 0.600 − 0.026 = 0.574 eV. Then

K = (4 / 5.00 × 10²²) exp(0.574/0.02585) ≈ 3.5 × 10⁻¹³ cm³.

Thus Kb ≈ 3500, and about 99.97% of the donors are paired. At 400 K the paired fraction is 91%, and at 500 K it is 25%.

Half pairing occurs at Kb = 1, since a ≪ b. Taking the logarithm of (wb/N_A) exp(E_b/kT − Δs/k) = 1 gives

kT = E_b / [ln(N_A/(wb)) + Δs/k]
= 0.60 eV / (14.04 + 1)
= 0.0399 eV.

The temperature is 463 K, or 190 °C. The large logarithm is the entropy of a free donor that can choose among many sites. It explains why pairs with a binding energy of about 15 kT are only half formed.

The result is sensitive to the binding energy. With b and Δs fixed, half pairing moves to 386 K for E_b = 0.50 eV and to 540 K for 0.70 eV. An increase of 0.1 eV multiplies K at 300 K by 48. An error of this size in a computed binding energy would therefore outweigh each of the corrections to K estimated below.

**Effects outside the model**

Blocking is negligible here: wb/N_A = 8 × 10⁻⁷. Other corrections matter more at 463 K.

The main one is the charge state of free A. With a donor level 0.38 eV above the valence edge and the Fermi level at 0.338 eV, the ratio of neutral to positive free A is

exp[(0.338 − 0.380)/0.0399] ≈ 0.35,

taking the two states to have equal internal degeneracy. The [A] in the mass-action law is the positive part, so the total free donor concentration is 1.35 times larger. This Fermi level assumes a hole density-of-states mass of one electron mass, which gives a valence-band density of states of 2.5 × 10¹⁹ cm⁻³ at 300 K. The ratio is proportional to that density of states and to the ratio of degeneracies, so 0.35 is uncertain by a factor of about two or more.

Pairs at greater separation can also be counted as bound. The Bjerrum length l_B, at which the Coulomb energy equals kT, is 3.08 nm at 463 K for relative permittivity 11.7. The next shell has six sites at 0.2715 nm. For the nearest pairs F_b/kT = 15.04 − 1 = 14.04 at this temperature. If the farther pairs have only the Coulomb energy and lose no vibrational entropy, the weight of the next shell relative to the nearest pairs is

(6/4) exp(3.08/0.2715 − 14.04) ≈ 0.10.

All farther sites within l_B/2 bring the total to 0.11. This uses a continuum Coulomb energy at atomic distances, so it is an estimate. Linear screening by holes multiplies K by 0.94. Quantum vibrations multiply it by 0.955, for three free-donor modes of 25 meV that stiffen on binding to give the stated Δs. Positive complexes and neutral acceptors each contribute about 0.3%.

Treating these effects as independent factors gives an effective ratio of paired to free donors of

0.941 × 0.955 × (1 + 0.110 + 0.003) / (1.352 × 1.003) ≈ 0.74.

The paired fraction becomes 0.74/1.74 ≈ 0.425 instead of 0.50. The corrections to K estimated here nearly cancel for these parameters, leaving the neutral donors as the main cause of the shift among them. This ranking assumes equal degeneracies. For a transition metal such as iron, the spin and orbital multiplicities differ between the charge states and the pair, and they can change K by a factor of two or three. At 300 K the same estimates leave nearly all donors paired: the unpaired fraction rises only from 2.8 × 10⁻⁴ to 3.5 × 10⁻⁴.

**Whether equilibrium is reached**

Let D be the diffusion coefficient of A. For capture by an attractive Coulomb centre, the steady radial concentration c(r) obeys

r² dc/dr + l_B c = J,

where J is the inward flow divided by 4πD. If A is captured at radius R, then c(R) = 0 and

c(r) = (J/l_B) {1 − exp[l_B(1/r − 1/R)]}.

Far away, c = (J/l_B)[1 − exp(−l_B/R)]. Here l_B/R is about 20 at 300 K and 13 at 463 K, so the exponential is negligible and the capture coefficient is k_f = 4πD l_B.

The pair density changes as dx/dt = k_f[A][B] − k_r[AB]. Zero net rate at equilibrium requires k_r = k_f/K. For a ≪ b this becomes

dx/dt = k_f ab − k_f(b + 1/K)x,

so departures from equilibrium decay with time constant

τ = 1 / [k_f(b + 1/K)].

With D = 10⁻³ cm²/s × exp(−0.67 eV/kT), τ is about 3000 s, or 50 minutes, at 300 K and 0.25 s at 463 K. These values treat every free donor as positive and neglect screening; neutral donors and screening both slow the capture somewhat. Donors that are still unpaired on reaching room temperature therefore remain so for a time comparable with an hour. Pairing also proceeds during cooling, so a large unpaired fraction survives only if the sample passes through the intermediate temperatures, where τ is much shorter, too quickly for equilibrium to follow.

**Relation to real silicon**

In boron-doped silicon, interstitial iron is known to pair with boron near room temperature, and heating to roughly 200 °C is an established way of separating the pairs. The model's half-pairing temperature of 190 °C belongs to b = 10¹⁶ cm⁻³; it is 128 °C for 10¹⁵ cm⁻³ and 274 °C for 10¹⁷ cm⁻³. At 200 °C equation (2) leaves about 7% of the donors paired for 10¹⁵ cm⁻³ but about 42% for 10¹⁶ cm⁻³, so in the model such an anneal separates most pairs only at the lighter doping. The rough inputs do not make these precise predictions. The assumption of a single charge state for free iron fails most clearly on heating, and with the degeneracies and density of states assumed above this failure lowers the paired fraction at 463 K from 0.50 to about 0.425. Illumination or an applied bias can also drive the carriers out of equilibrium. A single Fermi level then no longer describes the charge states, and the equilibrium fractions given here should not be used without a separate treatment. The paired fractions quoted in the worked example use equation (2) with all free donors positive. They therefore overstate pairing at the higher temperatures, where neutral donors become common.

Values computed for the example and the checks

```
Ring degeneracy, fugacity 1e-4: 2.000426 (limit 2)
Ring degeneracy, fugacity 1e-5: 2.000040
Same, opposite fugacity shifts: 2.000062
Identical partners, factor: 1.000020 (limit 1)
Monte Carlo: 32768 sites, 60 A, 60 B, F_b/kT 5.6
Monte Carlo mean pairs: 30.10; mass action: 29.90
Pairs if totals are misused as free: 118.8
Inputs: B 1.0e+16, A 1.0e+12 cm^-3
Inputs: E_b 0.60 eV, entropy loss 1.0 k
Lattice constant 0.543 nm, permittivity 11.7
Site density 4.997e+22 cm^-3, placements w 4
Shell radii 0.2351, 0.2715 nm; sites 4, 6
Levels above valence edge: A 0.38, AB 0.1, B 0.045 eV
Gap 1.1 eV; hole, electron mass 1.0, 1.1 m_e
Diffusion 1e-03 cm^2/s, barrier 0.67 eV
Free A vibrational quantum 25 meV, three modes
T (K) | F_b (eV) | K (cm^3) | K[B] | paired fraction
300.0 | 0.5741 | 3.537e-13 | 3537 | 0.99972
350.0 | 0.5698 | 1.284e-14 | 128.4 | 0.99227
400.0 | 0.5655 | 1.068e-15 | 10.68 | 0.91441
463.0 | 0.5601 | 1.000e-16 | 1 | 0.49999
500.0 | 0.5569 | 3.287e-17 | 0.3287 | 0.24738
600.0 | 0.5483 | 3.227e-18 | 0.03227 | 0.03126
Half-pairing temperature 463.0 K = 189.9 C
Half-pairing T for E_b -/+ 0.1 eV: 385.8, 540.2 K
K factor at 300 K for +0.1 eV: 47.9
Fraction of A sites beside B: 8.0e-07
Neglected effects at 300.0 K:
  Bjerrum length 4.76 nm
  distant / nearest pairs 0.0140
  screening factor on K 0.8901
  quantum vibration factor on K 0.8973
  Fermi level 0.2024 eV, intrinsic 1.55e+10 cm^-3
  neutral / positive free A 0.001037
  positive / neutral AB 0.01907
  neutral / negative B 0.009088
  relaxation time 3.01e+03 s
  paired fraction, all estimates 0.99965
Neglected effects at 463.0 K:
  Bjerrum length 3.08 nm
  distant / nearest pairs 0.1102
  screening factor on K 0.9411
  quantum vibration factor on K 0.9550
  Fermi level 0.3383 eV, intrinsic 5.33e+13 cm^-3
  neutral / positive free A 0.3516
  positive / neutral AB 0.002548
  neutral / negative B 0.002568
  relaxation time 0.253 s
  paired fraction, all estimates 0.42463
Gap left after one relaxation time: 0.3679
```
